Front tracking of a dewetting island with exact area conservation

An island that relaxes by surface diffusion should end as a circular arc whose radius is fixed by its area. A simulation that loses area ends on the wrong arc: since A ∝ R² at fixed contact angle, a relative area error e shifts the radius by about e/2. The practical decision is which surface normal to use in a time step. Old normals need one linear solve; normals averaged over the step need a nonlinear solve but keep the area. In the example below, with 40 segments and the same step sizes, old normals change the area by −0.225 %. That shifts the radius by about 0.11 %, as much as the whole distance from the arc left by the mesh when the area is kept.

The physical model

The island is the cross-section of a long ridge on a flat, rigid substrate y = 0. Its surface X(s,t) = (x,y) runs from the left contact point over the top to the right one; s is arc length, τ = X_s the unit tangent, and n the normal towards the vapour. Curvature κ is positive for a convex island, so X_ss = −κn.

With isotropic surface energy γ and atomic volume Ω, curvature raises the chemical potential by γΩκ. For Ω^(−2/3) surface atoms per unit area with diffusivity D_s, the atomic flux is

J_s = −D_s Ω^(−2/3) (γΩ/kT) κ_s.

An outward normal velocity V means that atoms accumulate, V = −Ω ∂J_s/∂s. Hence

V = B κ_ss,  B = D_s γ Ω^(4/3)/(kT).

No atoms pass the contact points, so κ_s = 0 there. These points slide freely at the imposed angle θ, measured through the island. By Young's relation the total energy, divided by γ and up to a constant, is

E = L − w cosθ,

where L is the surface length and w = x_right − x_left.

Two laws follow. First, dA/dt = ∫V ds = B[κ_s] = 0, the bracket being the difference between the ends. Second, integration by parts gives

dL/dt = ∫τ·∂_s X_t ds = [τ·X_t] + ∫κV ds.

At both ends τ_x = cosθ and X_t is horizontal, so the bracket equals cosθ dw/dt and cancels the substrate term in dE/dt. Therefore

dE/dt = B∫κκ_ss ds = −B∫κ_s² ds ≤ 0.

From here lengths are in units of the initial height h and times in units of h⁴/B, so B = 1.

An island with two segments

Take a triangle with contact points (−a,0) and (a,0) and apex (0,b). Each side has length ℓ = √(a²+b²), and

A = ab,  E = 2ℓ − 2a cosθ.

A discrete curvature is the energy gained per unit area added. Moving the apex gives ∂E/∂b = 2b/ℓ and ∂A/∂b = a; moving the ends apart gives ∂E/∂a = 2a/ℓ − 2cosθ and ∂A/∂a = b. Thus

κ_top = 2b/(aℓ),  κ_end = 2(a/ℓ − cosθ)/b.

Matter flows up each side at the rate q = (κ_end − κ_top)/ℓ. The apex receives two such flows and each end loses one:

a db/dt = 2q,  (b/2) da/dt = −q.

Adding the first equation to twice the second gives a db/dt + b da/dt = 0, which is area conservation.

Now choose θ = 90°, a = 2, b = 1. Then ℓ² = 5, κ_top = 1/ℓ, κ_end = 4/ℓ and q = 3/5. So db/dt = 0.6 and da/dt = −1.2. A step of 1/12 with all coefficients frozen gives a = 1.9 and b = 1.05. The area is now 1.995 instead of 2.

The reason is an identity. Write δ for a change over the step:

δ(ab) = a δb + b δa + δa δb.

The frozen step makes the first two terms cancel and leaves δa δb = −0.1 × 0.05 = −0.005. The error is negative because the island narrows while it rises. With averages a* = a + δa/2 and b* = b + δb/2,

a* δb + b* δa = a δb + b δa + δa δb = δ(ab),

so averaged coefficients make the conservation law hold for a finite step.

The triangle also shows what a coarse mesh does to the final angle. At rest κ_top = κ_end. With a = ℓ cosα and b = ℓ sinα this reads sin²α = cos²α − cosα cosθ, or

cos2α = cosθ cosα.

The circle through the three nodes meets the substrate at 2α, which equals θ for θ = 90° but not at other angles: for θ = 120° it is only 107°. A finite mesh therefore has its own equilibrium angle.

The general scheme

Multiply the velocity law by a test function φ and X_ss = −κn by a vector test function ω that is horizontal at the ends. Integration by parts gives

∫n·X_t φ ds + ∫κ_s φ_s ds = 0,
∫κ n·ω ds − ∫X_s·ω_s ds + cosθ[ω_x(right) − ω_x(left)] = 0.

The boundary term of the first line vanished because κ_s = 0; that of the second was replaced using τ_x = cosθ. Zero flux and contact angle are thus built into the equations.

Let nodes X_0,…,X_N be joined by segments d_k = X_k − X_(k−1) of length ℓ_k. A superscript + marks new values, a star the mean of old and new, and δX_k = X_k⁺ − X_k. Define J(u,v) = (−v,u), a quarter turn towards the vapour, and

W_k = ½ J(X*_(k+1) − X*_(k−1)),
(Kf)_k = (f_k − f_(k−1))/ℓ_k − (f_(k+1) − f_k)/ℓ_(k+1).

At an end, the missing segment is dropped from K, and W_0 = ½J(X*_1 − X*_0), W_N = ½J(X*_N − X*_(N−1)). The lengths in K are the old ones. One step of size Δt solves

W_k·δX_k + Δt (Kκ⁺)_k = 0,
κ_k⁺ W_k − (KX⁺)_k + c_k e_x = 0,

where c_N = cosθ, c_0 = −cosθ and the other c_k vanish. At the two ends the vertical part of the second equation is replaced by y = 0.

The procedure for a step is as follows.

1. Build K from the old nodes.
2. Start from the old positions and curvatures, and form W_k from the current averages.
3. Solve the equations linearized in X⁺ and κ⁺, including the change of W_k; update and repeat.
4. Accept when the last change of every coordinate is below 10⁻⁸ h. Newton's error is then of the order of the square of that change.

Why area and energy behave

The polygon area is

A = Σ ½(y_(k−1)+y_k)(x_k−x_(k−1)).

For any product, δ(fg) = f*δg + g*δf. Apply this to each term and collect what multiplies each nodal displacement. The factor of δy_k is ½(x*_(k+1) − x*_(k−1)), the vertical part of W_k. The factor of δx_k is

½(y*_(k−1)+y*_k) − ½(y*_k+y*_(k+1)) = −½(y*_(k+1) − y*_(k−1)),

its horizontal part. At the right end the factor is ½y*_(N−1), which agrees with W_N because y_N = 0; the left end works in the same way. Hence

δA = Σ W_k·δX_k = −Δt Σ(Kκ⁺)_k = 0,

since each segment enters the last sum twice with opposite signs.

For the energy, multiply the first scheme equation by κ_k⁺, take the scalar product of the second with δX_k, sum both and eliminate the common term:

Σ d_k⁺·(d_k⁺−d_k)/ℓ_k − cosθ δw = −Δt Σ(κ_k⁺−κ_(k−1)⁺)²/ℓ_k.

Because d_k⁺·d_k ≤ ℓ_k⁺ℓ_k,

d_k⁺·(d_k⁺−d_k)/ℓ_k ≥ ℓ_k⁺(ℓ_k⁺−ℓ_k)/ℓ_k = ℓ_k⁺ − ℓ_k + (ℓ_k⁺−ℓ_k)²/ℓ_k ≥ ℓ_k⁺ − ℓ_k.

The left side is therefore at least δE, and E falls by at least the discrete dissipation, for any step size at which the equations are solved. This is a statement of stability, not of accuracy.

A half ellipse with semi-axes 1.2 and 1 and θ = 90° tests the area law. With old normals the relative area change up to time 0.2 is −5.66×10⁻⁵ for Δt = 0.002 and −2.99×10⁻⁵ for Δt = 0.001. The ratio, 1.89, is a little below the factor 2 of a first-order error, and it stays between 1.8 and 1.9 when the step is halved further, down to 0.000125. Smaller steps thus reduce the loss but do not remove it. With averaged normals the drift is 2×10⁻¹⁶.

The final shape

For a stationary island κ_s is constant along the surface and zero at its ends, so κ is constant and the surface is an arc. Subtracting the triangle between the arc's centre and the substrate from the sector (or adding it when θ > 90°, where the centre lies above the substrate) gives

A = R²(θ − sinθ cosθ).

On the mesh, rest means Kκ = 0, hence equal κ at all nodes. With unit segment vectors τ_k, the interior equation becomes

½κ J(d_k+d_(k+1)) = τ_k − τ_(k+1).

Take the scalar product with d_k+d_(k+1). The left side vanishes, and the right side is (ℓ_k−ℓ_(k+1))(1−cosβ), where β is the turning angle at the node. Since κ ≠ 0 excludes β = 0, all sides are equal. Comparing magnitudes, κℓ cos(β/2) = 2 sin(β/2), so

κℓ = 2 tan(β/2),

and β is the same at every node. If the last side descends at angle α, the equation at the right end reads ½κℓ sinα − cosα + cosθ = 0. Inserting κℓ and multiplying by cos(β/2) yields

cos(α+β/2) = cosθ cos(β/2).

The circle through the nodes is steeper than the last chord by β/2, so its contact angle is θ_d = α+β/2, with β = 2θ_d/N. The triangle is the case N = 2. For N = 12 and θ = 120° the law gives 119.5028°, and the tracked polygon settles at 119.5028°. The deviation vanishes as N grows, since 1 − cos(β/2) is of order 1/N².

How fast the arc is reached

Let the surface be r = R + ρ(φ,t), with φ measured from the top at the centre of the arc. To first order in ρ the curvature is 1/R − (ρ+ρ'')/R², primes denoting ∂/∂φ. Restoring B,

ρ_t = −(B/R⁴)(ρ''''+ρ'').

Zero flux requires ρ'''+ρ' = 0 at φ = θ. The contact point moves to φ = θ+η, where r cosφ = R cosθ gives η = ρ cotθ/R. The surface slope angle there is θ + η − ρ'/R; keeping it equal to θ requires ρ' = ρ cotθ.

A symmetric mode decaying at the rate λB/R⁴ has the form ρ = a cos pφ + b cosh qφ, with p⁴−p² = q⁴+q² = λ. Thus p² = q²+1 and λ = p²q². The flux condition becomes

a q sin pθ + b p sinh qθ = 0.

Choosing a = p sinh qθ and b = −q sin pθ, the angle condition becomes

(p²+q²) sin pθ sinh qθ + cotθ (p cos pθ sinh qθ − q sin pθ cosh qθ) = 0.

At θ = 90° this leaves sin(pπ/2) = 0, so p = 2 and λ = 12. For small θ, p and q are large and nearly equal. With u = pθ ≈ qθ and cotθ ≈ 1/θ, the condition becomes 2u sin u sinh u + cos u sinh u − sin u cosh u = 0, whose smallest positive root, u ≈ 2.94, belongs to the slowest mode. Then λ ≈ u⁴/θ⁴ and the rate is Bu⁴/(Rθ)⁴: a flat island relaxes on the scale of its half-width Rθ, not of its much larger radius.

The full tracker, started from arcs disturbed by about 1 % of R, tests these rates:

60°: theory 61.19, tracked 62.19
90°: theory 12.00, tracked 11.99
120°: theory 3.87, tracked 3.84

The largest difference is 1.6 % of the theoretical rate. It comes almost entirely from the finite amplitude: at 60° a disturbance ten times smaller brings the tracked rate within 0.2 % of theory.

A rhodium ridge at 1100 K

The example takes a ridge on a poorly wetting oxide, nominally 120 nm wide and 20 nm high, with rounded shoulders and θ = 120°. The rough inputs are γ = 2.5 J/m² and D_s = 10⁻¹⁰ cm²/s; an fcc cube edge of about 0.38 nm gives Ω = (0.38 nm)³/4 = 0.01372 nm³. More digits are kept below than these inputs justify, only so that the arithmetic can be followed. The result is B = 5406 nm⁴/s, so

h⁴/B = (20 nm)⁴/(5406 nm⁴/s) = 29.6 s.

The area is 2224.9 nm². With θ − sinθ cosθ = 2.527,

R = √(2224.9/2.527) nm = 29.67 nm,
width = 2R sinθ = 51.39 nm,
height = R(1−cosθ) = 44.50 nm.

Because the initial contact angle is 90°, the ends start abruptly. The steps therefore begin small and grow with time up to 0.02 h⁴/B. With 80 segments the ridge evolves as follows:

15 s: width 94.8 nm, height 23.7 nm
59 s: width 63.2 nm, height 38.4 nm
148 s: width 52.4 nm, height 44.0 nm
533 s: width 51.4 nm, height 44.5 nm

After 55.9 s, 5 % of the initial excess energy is left. This time shifts by −0.6 % from 40 to 80 segments, and by −0.3 % when the steps are halved at 40 segments. With 160 segments and halved steps it is 55.6 s, and the widths at 15, 59 and 148 s are smaller by up to 0.1 nm, so the last digit shown is uncertain. The late shape disturbance decays with time constant R⁴/(3.871B) = 37 s.

The excess energy levels off at 0.03 % instead of zero. By then the curvature varies by only 4×10⁻⁶ of its mean; the remainder comes from comparing a polygon with a smooth arc. Replacing an arc of angle β by its chord saves the length Rβ³/24 but loses the area R²β³/12, and restoring that area at curvature 1/R costs the energy Rβ³/12. For N nearly equal sides the net excess is NRβ³/24, with β = 2θ/N. For N = 80 this is 7×10⁻⁴ h, or about 0.03 % of the initial excess of 2.7 h. The largest distance of a final node from the predicted arc is 4.35×10⁻³ R, 1.11×10⁻³ R and 3.14×10⁻⁴ R for 20, 40 and 80 segments, a mean order of 1.90. The mesh is still uneven at the end, with a longest-to-shortest ratio of 1.45 for N = 80: a single step does not enforce equal spacing, which is reached only gradually. Averaging is not the cause; with old normals the final ratio is larger still, 1.88.

What a real ridge would change

The absolute time is the least certain result. It scales as 1/D_s, so a tenfold error in D_s is a tenfold error in time. With a rough barrier of 1.8 eV, cooling by 50 K slows relaxation by a factor of 2.4.

Real rhodium is crystalline, and the isotropic model omits facets. Even a smooth fourfold variation of γ by 2 % changes the stiffness γ+γ'', which then drives the flow, by up to 30 %. Local rates change accordingly, and the final shape is no longer a circle. The flux law, which assumes a constant density of mobile atoms, is also strained at first: γΩκ/kT starts at 0.25 at the shoulders, and during the first milliseconds it is larger still at the contact points, where the angle jumps from 90° to 120°. If the adatom density follows exp(γΩκ/kT), the local flux at the shoulders is larger by a factor of about 1.3; on the final arc the exponent is 0.08. At an assumed strain of 0.3 %, with a rough Young's modulus of 380 GPa and Poisson ratio of 0.26, the elastic energy density is 2 % of γ/R for stress along one direction and about 5.5 % for equal strain in two directions. Evaporation of the metal in vacuum is negligible; an oxidizing gas is not considered.

A long ridge can also break up along its length. For a free cylinder r = R + ε cos kz, the curvature changes by −ε(1/R²−k²)cos kz, and two derivatives along z give the growth rate Bk²(1/R²−k²). It is positive for wavelengths above 2πR = 186 nm and largest at k²R² = 1/2, where the growth time is 4R⁴/B = 573 s. This estimate, which ignores the substrate, is ten times the 56 s of the cross-section. With contact lines that slide at 120°, linear analysis gives still slower growth, with a time of about 870 s, and a threshold wavelength of about 210 nm. In the isotropic model the ridge can thus round off before it breaks up if its initial unevenness is small, but the arc is not its final state if it is long. This analysis does not cover faceted ridges, which along some crystal directions can resist such break-up.

The tracker itself stops being valid if the surface touches the substrate between its ends, as may happen for much wider strips. The island then splits, and a rule for cutting the curve must be added. The values computed by the program are listed in the numerical output.

Table of computed values

```
ellipse, old normals: area change -5.661e-05 (dt=0.002)
ellipse, old normals: area change -2.991e-05 (dt=0.001)
ratio of the two changes: 1.893
ellipse, averaged normals: area drift 2.2e-16
decay rate at 60 deg: theory 61.190, tracked 62.194 B/R^4
decay rate at 90 deg: theory 12.000, tracked 11.986 B/R^4
decay rate at 120 deg: theory 3.871, tracked 3.840 B/R^4
12-sided stationary polygon: angle 119.5028 deg, law 119.5028 deg
12-sided polygon: longest/shortest side - 1 = 2.5e-12
N=20: distance from arc 4.35e-03 R, area drift 1.6e-15
N=40: distance from arc 1.11e-03 R, area drift 1.1e-15
N=80: distance from arc 3.14e-04 R, area drift 1.4e-15
mean order of convergence to the arc: 1.90
N=80: smallest energy margin per step 5.0e-08 gamma*h
N=80: final curvature spread 4.3e-06 of the mean
N=80: segment ratio, largest 1.76, final 1.45
N=40 with old normals: area change -0.225 %
inputs: T 1100 K, gamma 2.5 J/m2, D_s 1e-10 cm2/s
inputs: height 20 nm, width 120 nm, angle 120 deg
atomic volume: 0.01372 nm3
B: 5406 nm4/s
time unit h^4/B: 29.60 s
cross-section area: 2224.9 nm2
t    0.0 s: width 120.02 nm, centre height 20.00 nm, excess energy 100.00 %
t   14.8 s: width  94.80 nm, centre height 23.73 nm, excess energy  53.07 %
t   59.2 s: width  63.22 nm, centre height 38.42 nm, excess energy   4.09 %
t  148.0 s: width  52.36 nm, centre height 44.01 nm, excess energy   0.06 %
t  296.0 s: width  51.43 nm, centre height 44.50 nm, excess energy   0.03 %
t  532.8 s: width  51.41 nm, centre height 44.51 nm, excess energy   0.03 %
arc formula: radius 29.67 nm
arc formula: width 51.39 nm, height 44.50 nm
time to 5 % excess energy: 55.9 s
its shift, N=40 to 80: -0.61 %
its shift, time steps halved (N=40): -0.32 %
late decay time of the shape: 37.0 s
ridge break-up: growth time 573 s, wavelength 264 nm
ridge break-up: shortest unstable length 186 nm
anisotropy 2 % of gamma: stiffness changes by 30 %
gamma*Omega*kappa/kT: start 0.252, final arc 0.076
elastic / capillary energy density at 0.3 % strain: 2.0 %
evaporated thickness (binding 5.8 eV): 3.6e-13 nm
50 K cooler (barrier 1.8 eV): relaxation 2.36 times slower
```
